# Collisional excitation and de-excitation rates in a plasma with nonthermal ion populations

**Q.** In the tin plasma of an extreme-ultraviolet source, the upper level of a strong line can radiate before an electron de-excites it. The level populations are then not in thermal equilibrium. How can detailed balance say anything about the collision rates there?

**A.** Two statements share that name. One says that upward and downward collisions occur equally often in the plasma. That is false here. The other compares the probability of a collision with that of its time-reversed collision. This is a property of the electron–ion Hamiltonian, and it holds whatever the populations are.

Take an ion with a lower level $l$ and an upper level $u$, separated by $\Delta$, with $g_l$ and $g_u$ sublevels. Per unit volume and time there are $n_en_lq_{lu}$ excitations and $n_en_uq_{ul}$ de-excitations, where $n_e$, $n_l$, $n_u$ are densities. The rate coefficient $q$ is the average of speed times cross section over the free electrons. It contains no level population.

I assume isotropic electrons, one electron per collision, a heavy ion at rest and no magnetic field. Formulas are in Hartree atomic units ($\hbar=m_e=e=1$), and temperature $T$ is an energy.

**Q.** Then prove the mechanical statement without assuming equilibrium.

**A.** Let a channel specify the ion state, the electron's spin and its angular momentum $L_i$. At fixed total energy the radial functions form a column $u(r)$ obeying

$$u''=-Q(r)u,$$
$$Q_{ij}=\left[2(E-\varepsilon_i)-\frac{L_i(L_i+1)}{r^2}\right]\delta_{ij}-2V_{ij}(r),$$

where $E$ is the total energy and $\varepsilon_i$ the ion energy, both measured from the lower level.

Without a magnetic field $Q$ can be made real and symmetric. Couple the channels to total angular momentum $J$ with projection $M$. Time reversal turns $M$ into $-M$, and a half-turn about the $y$ axis turns it back. The product $K$ is antiunitary, commutes with the Hamiltonian and has $K^2=1$, because both squares equal $(-1)^{2J}$. Channel phases can therefore be chosen so that $K|a\rangle=|a\rangle$. Then $\langle a|H|b\rangle=\langle Ka|HKb\rangle^*=\langle a|H|b\rangle^*$, so the matrix elements are real. Hermiticity makes them symmetric.

Put the independent solutions that vanish at the origin into the columns of a matrix $U$, and form $W=U^TU'-U'^TU$. The terms $U'^TU'$ cancel in its derivative:

$$W'=U^TU''-U''^TU=-U^TQU+U^TQ^TU=0.$$

Since $U(0)=0$, $W$ vanishes at every radius.

**Q.** How does a vanishing Wronskian become a statement about transitions?

**A.** Outside the interaction, write the open-channel part as $U=I-OS$, with diagonal matrices

$$I_i=\frac{e^{-i\theta_i}}{\sqrt{k_i}},\qquad O_i=\frac{e^{i\theta_i}}{\sqrt{k_i}},\qquad k_i=\sqrt{2(E-\varepsilon_i)}.$$

At large radius $\theta_i'\to k_i$. This also holds with a Coulomb tail, which adds only a logarithmic phase. The factors $1/\sqrt{k_i}$ give each wave unit flux, so $|S_{ji}|^2$ is the probability of going from channel $i$ to channel $j$. Closed channels decay and contribute nothing to $W$ at large radius. Inserting $U$ gives

$$\begin{aligned}
0={}&(I-S^TO)(I'-O'S)\\
&-(I'-S^TO')(I-OS)\\
={}&-(IO'-I'O)S+S^T(O'I-OI').
\end{aligned}$$

The products $II'-I'I$ and $OO'-O'O$ have dropped out because diagonal matrices commute. Each remaining bracket equals $(ik_i+ik_i)/k_i=2i$. Hence $-2iS+2iS^T=0$, or

$$S=S^T.$$

Electron exchange adds $\int K_x(r,r')u(r')\,dr'$ to $u''$. Its kernel satisfies $K_x^T(r',r)=K_x(r,r')$. Its contribution to $W$ at large radius is

$$\iint\left[U^T(r)K_x(r,r')U(r')-U^T(r')K_x^T(r,r')U(r)\right]dr\,dr'.$$

Interchanging the names $r$ and $r'$ in the second term makes it equal to the first, so the difference vanishes.

**Q.** Equal probabilities are not equal cross sections. A slow electron and a fast one present different fluxes.

**A.** That difference supplies a factor. In the expansion of a plane wave,

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_{Lm}i^Lj_L(kr)Y_{Lm}(\hat r)Y^*_{Lm}(\hat k),$$

the incoming half of $j_L$ has magnitude $1/(2kr)$ at large $r$. The inward flux in one partial wave is therefore $k(2\pi/k)^2|Y_{Lm}(\hat k)|^2$. Averaging over directions replaces $|Y_{Lm}|^2$ by $1/4\pi$ and removes cross terms between partial waves. The flux becomes $\pi/k$. Division by the plane wave's flux density $k$ gives an area $\pi/k^2$ per channel.

Now average over the initial ion sublevels and two electron spins, and sum over final states:

$$\sigma_{lu}=\frac{\pi\Omega}{g_lk_l^2},\qquad \Omega=\frac12\sum_{i\in l}\sum_{j\in u}|S_{ji}|^2.$$

The double sum is unchanged by a unitary change of basis within each level, so it may be evaluated in the coupled basis where $S=S^T$. The reverse collision then has the same collision strength $\Omega$, and $\sigma_{ul}=\pi\Omega/(g_uk_u^2)$. Let $E$ now be the incident energy for excitation and $E'=E-\Delta$ that for de-excitation. With $k_l^2=2E$ and $k_u^2=2E'$,

$$g_lE\,\sigma_{lu}(E)=g_uE'\,\sigma_{ul}(E').$$

**Q.** You averaged over sublevels with equal weights. Is that not a thermal assumption?

**A.** It concerns sublevels of one energy, not the ratio $n_u/n_l$. For a rotationally symmetric ion in isotropic electrons it is not even needed for the total rate. The loss rates from the sublevels form an operator that commutes with rotations within one angular-momentum multiplet. Such an operator is a multiple of the identity, so every sublevel has the same loss rate.

The sum over sublevels does matter. In a basis with complex matrix elements, individual probabilities need not be symmetric.

**Q.** Show me cross sections that were not constructed from the reciprocity formula.

**A.** Take a model target with $g=1,3,5$ and levels at 0, 91.84 and 110 eV. The first gap corresponds to 13.5 nm. Electrons enter in the $s$ wave. Their spin does not flip, so the spin sum cancels the factor $1/2$ in $\Omega$. Nine channels are coupled inside a well of radius $a=1.5$ bohr.

The matrix $V$ is constant there: $-3$ hartree on the diagonal plus a random real symmetric matrix. Its off-diagonal elements are drawn from a normal distribution of standard deviation 0.8 hartree; the diagonal spread is $\sqrt2$ times larger. This target is not rotationally symmetric, so I specify equal sublevel populations within each level.

Inside the well, $U=Q^{-1/2}\sin(Q^{1/2}r)$. Diagonalizing $Q$ gives $Y=U'U^{-1}=Q^{1/2}\cot(Q^{1/2}a)$ at the edge. Matching requires $I'-O'S=Y(I-OS)$, a linear system for $S$, with decaying waves in closed channels.

An electron of 100 eV excites with $\sigma_{lu}=0.23445$ bohr². The reverse electron has 8.160 eV and $\sigma_{ul}=0.95775$ bohr². The two sides of the reciprocity relation are

$$1\times100\times0.23445=23.45,$$
$$3\times8.160\times0.95775=23.45,$$

both in eV bohr².

**Q.** Does this really depend on time reversal, or would conservation of probability do?

**A.** Probability conservation suffices when only two levels are open. It makes $S$ unitary: each row and each column of $|S_{ji}|^2$ sums to one. The total probability leaving level $l$, including transitions back into $l$, therefore equals the total entering it. Subtract the common $l\to l$ part. With one other level open, what remains is $l\to u$ on one side and $u\to l$ on the other.

With three levels, unitarity permits a circulation $l\to u\to 3\to l$, and symmetry of $S$ is needed to exclude it. I added an imaginary antisymmetric coupling of the same scale to the model, which breaks time reversal but keeps $V$ Hermitian. At a total energy of 100 eV, with two levels open, the upward and downward strengths agree to rounding. Among four energies from 130 to 300 eV, with three levels open, their difference reaches 1.07 times their mean.

**Q.** Fine, but that relation is at one energy. Excitation has a threshold and de-excitation has none. What survives the average over electrons?

**A.** Write the normalized energy distribution as $\sqrt E\,F(E)$. The speed is $\sqrt{2E}$, so

$$q_{lu}=\sqrt2\int_\Delta^\infty E\,\sigma_{lu}(E)F(E)\,dE.$$

Replace $E\sigma_{lu}$ using reciprocity and set $E=E'+\Delta$. The threshold becomes $E'=0$:

$$q_{lu}=\frac{g_u}{g_l}\sqrt2\int_0^\infty E'\sigma_{ul}(E')F(E'+\Delta)\,dE'.$$

The downward coefficient has the same integral with $F(E')$. Therefore

$$\frac{q_{lu}}{q_{ul}}=\frac{g_u}{g_l}\left\langle\frac{F(E'+\Delta)}{F(E')}\right\rangle,$$

where the average has weight $E'\sigma_{ul}(E')F(E')$. For Maxwellian electrons

$$F(E)=\frac{2}{\sqrt\pi\,T^{3/2}}e^{-E/T}.$$

The quotient in brackets is then $e^{-\Delta/T}$ at every $E'$. The cross section drops out:

$$\boxed{\frac{q_{lu}}{q_{ul}}=\frac{g_u}{g_l}e^{-\Delta/T}}$$

The temperature is that of the free electrons. For $T\gg\Delta$ the ratio tends to $g_u/g_l$. For $T\ll\Delta$ it vanishes because few electrons can pay the excitation energy.

**Q.** Put numbers to it.

**A.** At $T=30$ eV, $\Delta/T=3.061$ and the Boltzmann factor is 0.04682. The law gives $3\times0.04682=0.1405$. Numerical quadrature over electron speed, done separately for the two directions, gives

$$q_{lu}=2.319\times10^{-10}\ \text{cm}^3/\text{s},$$
$$q_{ul}=1.651\times10^{-9}\ \text{cm}^3/\text{s},$$

whose ratio is also 0.1405. At 20 and 50 eV the ratio is 0.0304 and 0.478.

The size of $q_{ul}$ follows from the collision strength. Inserting $\sigma_{ul}=\pi\Omega/(2g_uE')$ and the Maxwellian gives

$$\begin{aligned}
q_{ul}&=\sqrt2\,\frac{\pi}{2g_u}\frac{2}{\sqrt\pi\,T^{3/2}}\int_0^\infty\Omega e^{-E'/T}dE'\\
&=\sqrt{\frac{2\pi}{T}}\frac{\Upsilon}{g_u},\qquad
\Upsilon=\int_0^\infty\Omega e^{-E'/T}\frac{dE'}{T}.
\end{aligned}$$

Here $\Upsilon=0.339$. That number belongs to the model target; the ratio 0.1405 does not depend on it.

The exponential makes temperature errors important. Differentiation at fixed $\Delta$ gives $d\ln(q_{lu}/q_{ul})/d\ln T=\Delta/T\approx3.1$. A 1 % error in temperature therefore changes the ratio by about 3 %.

**Q.** If the coefficients have a Boltzmann ratio, why do the populations not have one?

**A.** Radiation opens a downward path without an equal upward path. Let $A$ be the radiative decay rate, and neglect photon absorption and stimulated emission. A steady two-level ion obeys

$$n_ln_eq_{lu}=n_u(n_eq_{ul}+A).$$

Solving for $n_u/n_l$ and dividing by the Boltzmann value $q_{lu}/q_{ul}$ gives the departure factor

$$b=\frac{n_eq_{ul}}{n_eq_{ul}+A}=\frac1{1+A/(n_eq_{ul})}.$$

Take $n_e=5\times10^{18}$ cm⁻³ and $A=10^{12}$ s⁻¹. Then $n_eq_{ul}=8.25\times10^9$ s⁻¹ and $b=0.0082$. The population ratio is $0.1405\times0.0082=1.15\times10^{-3}$, far below the Boltzmann value, although the coefficient ratio is still 0.1405.

When $n_eq_{ul}\ll A$, the population ratio tends to $n_eq_{lu}/A$: nearly every excitation ends in a photon. When $n_eq_{ul}\gg A$, $b$ tends to one and collisions establish the Boltzmann ratio. The two downward rates are equal at $6.1\times10^{20}$ cm⁻³ in this model.

**Q.** Laser heating may distort the electron distribution. What happens to your ratio then?

**A.** The averaged formula remains, but its bracket generally depends on the cross section. For a cross-section-independent ratio at one gap, $F(E+\Delta)=cF(E)$ is required. This allows an exponential times a function of period $\Delta$. If the same is required for every gap, then $F(E+\Delta)F(0)=F(E)F(\Delta)$, whose continuous, decaying solutions are exponentials.

To judge the heating, compare the laser's energy supply with relaxation among electrons. Electron–ion collisions supply energy at a rate of order $\nu_{ei}v_0^2$, where $v_0$ is the peak oscillation speed in the laser field. Electron–electron collisions redistribute energy at a rate of order $\nu_{ee}T$. With $\nu_{ei}/\nu_{ee}\sim Z$ for ion charge $Z$, the ratio is $Zv_0^2/T$. For $Z=10$, a 10.6 µm laser and $10^{10}$ W/cm², it is 0.14. This uses the vacuum field; the chosen density is half the critical density for this laser, and the larger field there raises the value to 0.20. Relaxation is faster on this estimate, but not overwhelmingly so, and the parameter grows in proportion to intensity: at $10^{11}$ W/cm² it exceeds one.

As a trial, use $F\propto\exp[-(E/E_0)^{m/2}]$, with $E_0$ set to keep the mean energy at $3T/2$. The value $m=2$ is Maxwellian. With $m=2.4$, a choice and not a prediction from 0.14, the ratio becomes 0.1525, or 8.6 % above the Maxwellian value. Interpreted through the Maxwellian law, it would indicate 30.8 eV.

**Q.** A flattened distribution has a depleted tail. Why did excitation gain relative to de-excitation?

**A.** The ratio compares $F$ at two energies separated by $\Delta$; it does not measure the far tail alone. For $m>2$ the exponent $(E/E_0)^{m/2}$ steepens with energy, so $F(E'+\Delta)/F(E')$ falls as $E'$ rises. For $m=2.4$ and this gap it is 0.063 at $E'=0$, above the Maxwellian 0.047, and 0.042 at $E'=T$, below it. Weight near $E'=0$ thus favours a larger ratio, and weight at high $E'$ a smaller one. The sign can therefore depend on the target: a collision strength independent of energy gives 0.134 for $m=2.4$, below the Maxwellian 0.1405.

With $m=5$, the first target gives 0.145. A second target, with another draw of random couplings and all else fixed, gives 0.075. With Maxwellian electrons both give 0.1405. A hot tail also matters: placing 1 % of the electrons in a 100 eV Maxwellian raises the first target's ratio by 2.5 %.

**Q.** How close is all this to a working source?

**A.** The temperature, density, charge and laser values are rough typical ones for laser-driven tin plasma. The decay rate is a rough value for a strong line. Real tin emission near 13.5 nm comes from many lines of several ion charges, whereas the model follows one line of an invented target. The assumption behind the ratio most open to doubt is the Maxwellian distribution; the trial distortions with $m=2.4$ and with a hot tail moved it by several per cent.

The model's populations are much less certain:

- Trapped radiation can reduce the effective decay. A tenfold reduction raises $b$ to 0.076.
- A line that decays this fast has a strong dipole coupling, which lets electrons cause transitions from a distance and in many partial waves. The $s$-wave well leaves this out. The same well with all its partial waves already gives $\Upsilon=2.25$ and $b=0.052$. A Coulomb–Born estimate with the line strength implied by $A$ ($gf\approx8$), with the dipole potential cut off inside a core radius of 1.5 to 0.5 bohr, gives $\Upsilon\approx4$ to 13 and $b\approx0.09$ to 0.24.
- The short-range well also omits the ion's attraction. Classically, conservation of energy and angular momentum enlarges the area reaching radius $a$ by $1+Z/(aE')$. At $E'=T$ this is 7.05. That factor refers to all impact parameters and cannot be applied to the $s$-wave rate, where $g_l=1$ bounds $\Upsilon$ by one. With a $Z=10$ Coulomb tail outside the well and all partial waves, $\Upsilon$ is about 1.7 times its all-wave neutral value, or 3.5 times if the well is also deepened by $Z/a$, and $b$ is about 0.09 or 0.16. The Coulomb–Born estimate above already contains this attraction.
- Including the third level, with the same decay rate to the lower level, changes $n_u/n_l$ from $1.15\times10^{-3}$ to $1.13\times10^{-3}$.

Four other approximations are mild for these numbers. The occupation of the lowest free-electron states is about $5\times10^{-6}$, so Pauli blocking is negligible. Temperature is $6\times10^{-5}$ of the electron rest energy. The electron-to-ion mass ratio is $5\times10^{-6}$. A uniform electron background of density $n_e$ lowers the energy of a bound electron at radius $r$ by $2\pi n_er^2/3$ relative to the centre. At 1 bohr this is $4\times10^{-5}$ eV, tiny beside $T$.

**Q.** So in a population calculation, which coefficient may I derive from the other?

**A.** Either one, if the free electrons are Maxwellian, time reversal holds, and both coefficients refer to the same two levels, each of a single energy. Levels lumped over a spread of energies need care: merging the model's two upper levels, with equal sublevel populations, gives a ratio of 0.305, whereas $8e^{-\bar\Delta/T}$ with the weighted mean gap $\bar\Delta$ gives 0.257. Use the electron temperature, and do not replace $e^{-\Delta/T}$ by the actual population ratio. With another electron distribution, return to the reciprocal cross sections and average each direction separately.
